# Why exact ring-polymer steps resonate and Cayley steps do not

**Question.** In path-integral molecular dynamics the ring polymer's springs can be integrated exactly, with the physical force applied as a kick before and after. Why can an exact substep make the scheme unstable when $\omega_k h$ comes near a multiple of $\pi$? And in what sense is the Cayley replacement of that substep strongly stable for every number of beads?

**Setting.** Take one mass-weighted coordinate per bead, $n$ beads and

$$H_n=\sum_{j=1}^{n}\Big[\tfrac12p_j^2+\tfrac12\omega_n^2(q_j-q_{j+1})^2+V(q_j)\Big],\qquad \omega_n=\frac{n}{\beta\hbar},$$

with $q_{n+1}=q_1$. The spring energy is $\tfrac12q^T\Omega^2q$. Acting on $e^{2\pi ikj/n}$, $\Omega^2$ gives $\omega_n^2(2-2\cos(2\pi k/n))$, so $\omega_k=2\omega_n\sin(\pi k/n)$. Mode $k=0$ is the centroid, modes $k$ and $n-k$ are degenerate, and $\omega_{\max}=2n/(\beta\hbar)$ for even $n$. A step of length $h$ is a half kick $B$, a free step $F$ and a half kick, with no thermostat. Until the last section the force is linearized with a fixed symmetric Hessian $K$ ($K=\Lambda I$ in a harmonic well), so the step is a matrix $M=BFB$ on $x=(q,p)$. Write $\theta_k=\omega_kh$ and $\kappa=hK/2$.

**The mechanism.** In the canonical variables $(\sqrt\omega\,q,\;p/\sqrt\omega)$ an exact free step rotates each mode by $\theta$. The kick, of combined strength $h\Lambda/\omega$ in these variables, is a shear: it stretches one direction of the phase plane and compresses another. For a general angle the rotation carries the stretched direction into the compressed one within a few steps, and the effects cancel. A rotation by $j\pi$ is $\pm I$ and maps every line onto itself, so successive shears add up. For $j=1$ the kicks come twice per period and act as a parametric pump at twice the mode frequency, although the free step is exact. Since $\omega_{\max}\propto n$, at fixed $h$ the highest mode reaches and then passes $\theta=\pi$ as $n$ grows. The Cayley step rotates by an angle that stays below $\pi$, and the remaining question is whether its distance from $\pi$ outlasts the kick as $n$ grows.

**The step matrix.** Both free steps have the form

$$F=\begin{pmatrix}c&s\\-g_0&c\end{pmatrix},\qquad c^2+sg_0=I,$$

with blocks diagonal in $k$. The exact flow $e^{hG}$, $G=\begin{pmatrix}0&I\\-\Omega^2&0\end{pmatrix}$, has $c=\cos\theta$, $s=\sin\theta/\omega$, $g_0=\omega\sin\theta$. With $B=\begin{pmatrix}I&0\\-\kappa&I\end{pmatrix}$,

$$FB=\begin{pmatrix}c-s\kappa&s\\-g_0-c\kappa&c\end{pmatrix},\qquad M=\begin{pmatrix}c-s\kappa&s\\-g&c-\kappa s\end{pmatrix},$$

where the second kick subtracts $\kappa$ times the top row from the bottom row and gives $g=g_0+c\kappa+\kappa c-\kappa s\kappa$. One step forward gives $q_+=cq+s(p-\kappa q)$. One step backward undoes a half kick, $p\to p+\kappa q$, and applies $F^{-1}$, which has $-s$ in place of $s$, so $q_-=cq-s(p+\kappa q)$. Adding the two removes the momentum:

$$q_++q_-=2(c-s\kappa)\,q .$$

If $A$ is an eigenvalue of $c-s\kappa$, the trial $q\propto\lambda^t$ at step $t$ gives $\lambda+\lambda^{-1}=2A$, or $\lambda=A\pm\sqrt{A^2-1}$. When $s$ is invertible, two successive positions fix $p$, so every solution of the recurrence is a trajectory. Real $A$ with $|A|<1$ gives $\lambda=e^{\pm i\alpha}$, $\cos\alpha=A$. Real $|A|>1$ gives growth $\ln|\lambda|=\operatorname{arcosh}|A|$ per step, and non-real $A$ also gives growth, because $|\lambda|=1$ would make $\lambda+\lambda^{-1}$ real.

**Exact step, harmonic well.** For $K=\Lambda I$ and $k\ne0$ define $\tan\delta=h\Lambda/(2\omega)$ with $|\delta|<\pi/2$. Then

$$A=\cos\theta-\tan\delta\,\sin\theta=\frac{\cos(\theta+\delta)}{\cos\delta}.$$

The condition $|A|>1$ reads $|\cos(\theta+\delta)|>\cos\delta$, which holds when $\theta+\delta$ is within $|\delta|$ of a multiple of $\pi$. For $\Lambda>0$ the unstable window is

$$j\pi-2\delta<\theta<j\pi ,$$

and for $\Lambda<0$ it is $j\pi<\theta<j\pi+2|\delta|$. Nearness to $j\pi$ is thus not sufficient: the window is one-sided, with width about $h^2|\Lambda|/(j\pi)$ for $j\ge1$ and small $\delta$, from $2|\delta|\approx h^2|\Lambda|/\theta$. At $\theta+\delta=j\pi$, $|A|=1/\cos\delta$, so the growing solution has $|\lambda|=\sec\delta+|\tan\delta|$ and $\ln|\lambda|=\operatorname{arsinh}|\tan\delta|$. At $\theta=j\pi$ itself $F=\pm I$ and $M=\pm B^2$, a shear whose powers grow linearly.

For $\theta<\pi$ and $\Lambda>0$ a mode is unstable when $f(\omega)=\omega h+2\arctan(b/\omega)>\pi$, with $b=h\Lambda/2$. This function has $f(0^+)=\pi$ and $f'=h-2b/(\omega^2+b^2)$, which increases with $\omega$, so $f$ is convex. It starts downward if $f'(0)=h-4/(h\Lambda)<0$, that is $h^2\Lambda<4$. The set $f<\pi$ is then an interval starting at zero, and the highest mode leaves it first. The first unstable step $h_c$ solves $f(\omega_{\max})=\pi$. The arctangent term is of order $h_c^2\Lambda\propto n^{-2}$, so $h_c\to\pi/\omega_{\max}=\pi\beta\hbar/(2n)$ for large $n$. Above $h_c$ the first window is empty just after mode $k+1$ passes $\pi$ if and only if $f(\omega_k)<\pi$ at $h=\pi/\omega_{k+1}$, since convexity then covers all lower modes. Stable islands therefore require a gap between neighbouring $\theta_k$ wider than the window.

**Exact step, coupled modes.** If the curvature differs from bead to bead, $K$ couples modes. Keep two modes joined by $\kappa_{kl}=hK_{kl}/2$, with $K_{kk}=K_{ll}=0$ (diagonal elements would shift the step angles and so the place of the resonance), $\cos\theta_k=\cos\theta_l=c$ and $\sin\theta_l\ne0$. The matrix $c-s\kappa$ has off-diagonal entries $-s_k\kappa_{kl}$ and $-s_l\kappa_{kl}$, so $A=c\pm\kappa_{kl}\sqrt{s_ks_l}$. At a difference resonance, $\theta_k-\theta_l=2\pi j$, the sines are equal, $A$ is real, and a weak coupling leaves $|A|<1$. At a sum resonance, $\theta_k+\theta_l=2\pi j$, the sines are opposite and $A=c\pm i\eta$ with $\eta=|\kappa_{kl}\sin\theta_l|/\sqrt{\omega_k\omega_l}$. Setting $\alpha=\theta_l+\epsilon$ in $\cos\alpha=A$ gives $-\epsilon\sin\theta_l=\pm i\eta$ to first order in $K_{kl}$, hence

$$\ln|\lambda|\approx\frac{h|K_{kl}|}{2\sqrt{\omega_k\omega_l}} .$$

Neither angle need be near a multiple of $\pi$. The sign of $s$ decides the outcome.

**Strong stability and the conserved form.** A symplectic matrix is strongly stable if every symplectic matrix close enough to it has bounded powers. Let $\mathsf J=\begin{pmatrix}0&I\\-I&0\end{pmatrix}$ and $M^T\mathsf JM=\mathsf J$. Then $(Mx)^T\mathsf JM(Mx)=x^T(M^T\mathsf JM)Mx=x^T\mathsf JMx$, so $Q(x)=-x^T\mathsf JMx$ is conserved by $M$. Only the symmetric part of $\mathsf JM$ contributes to a quadratic form. For our step

$$\mathsf JM=\begin{pmatrix}-g&c-\kappa s\\-(c-s\kappa)&-s\end{pmatrix},$$

and the off-diagonal blocks cancel in the symmetric part because $(c-s\kappa)^T=c-\kappa s$. Therefore

$$Q=q^Tg\,q+p^Ts\,p .$$

If $Q$ is definite, orbits stay on an ellipsoid and the powers of $M$ are bounded. A nearby symplectic $M'$ conserves its own form $Q'$, which is close to $Q$ and still definite. Definiteness of $Q$ is thus sufficient for strong stability.

For the free exact step in the scaled variables, $Q=\sum_k\sin\theta_k\,(q_k^2+p_k^2)$. The weight vanishes at $\theta_k=j\pi$, where an arbitrarily weak kick gives unbounded powers, and the weights have mixed signs once some $\theta_k$ lie on each side of $\pi$. An indefinite $Q$ does not force instability, as the islands show. The argument above then no longer applies: the step survives small perturbations only while its eigenvalues stay away from $\pm1$ and eigenvalues of modes with opposite sign stay apart, and opposite signs are what the sum resonance needed.

With the kick included and $s>0$, substitute $g_0=s^{-1}(I-c^2)$. Expanding $(c-\kappa s)s^{-1}(c-s\kappa)=c^2s^{-1}-c\kappa-\kappa c+\kappa s\kappa$ shows that $g=s^{-1}-(c-\kappa s)s^{-1}(c-s\kappa)$. Define the symmetric matrix $\tilde A=c-s^{1/2}\kappa s^{1/2}$, for which $c-s\kappa=s^{1/2}\tilde As^{-1/2}$ and $c-\kappa s=s^{-1/2}\tilde As^{1/2}$. Then

$$g=s^{-1/2}(I-\tilde A^2)s^{-1/2},\qquad I\mp\tilde A=s^{1/2}\big[s^{-1}(I\mp c)\pm\kappa\big]s^{1/2}.$$

All $A$ are real, since $c-s\kappa$ is similar to $\tilde A$, and $g>0$ holds when both brackets are positive definite. For the exact step with all $0<\theta_k<\pi$, $s^{-1}(1+c)=\omega\cot(\theta/2)$, which falls to zero at $\theta=\pi$, so the bracket $\omega\cot(\theta/2)-\kappa$ turns negative for any positive $\kappa$. For $\kappa=h\Lambda/2$ this is $\cot(\theta/2)<\tan\delta$, the first window again.

**The Cayley step.** Replace $e^{hG}$ by $(I-hG/2)^{-1}(I+hG/2)$. For one mode

$$\Big(I-\frac{hG}2\Big)^{-1}=\frac{1}{1+\theta^2/4}\begin{pmatrix}1&h/2\\-h\omega^2/2&1\end{pmatrix},$$

and the matrix on the right is $I+hG/2$ itself. Squaring it gives

$$c=\frac{4-\theta^2}{4+\theta^2},\qquad s=\frac{4h}{4+\theta^2},\qquad g_0=\omega^2s .$$

With $\tan(\varphi/2)=\theta/2$ the half-angle formulas give $c=\cos\varphi$ and $\omega s=\sin\varphi$. The step is a rotation by $\varphi=2\arctan(\theta/2)\in(0,\pi)$ in the scaled variables, so it is symplectic and conserves $p^2+\omega^2q^2$ as the exact flow does.

On the modes $k\ne0$ the free form is $Q=\sum_k\sin\varphi_k(q_k^2+p_k^2)$ with $\sin\varphi_k=4\theta_k/(4+\theta_k^2)>0$ for every $n$ and $h$. If a symplectic $M'$ has $\|M'-F\|<\min_k\sin\varphi_k$ in the spectral norm of the scaled variables, the symmetric part of $\mathsf J(M'-F)$ obeys the same bound, $Q'$ stays positive, and $M'$ is stable. Also $\varphi_k+\varphi_l<2\pi$, so no sum resonance exists. This is the strong stability of the free Cayley step, and it carries two qualifications.

The first is the centroid. There $G^2=0$, so both schemes give $I+hG$, the shear $q\to q+hp$, which is not stable without a force. With the kick it is the velocity Verlet step, $A=1-h^2\Lambda/2$.

The second is that the margin is not uniform in $n$. A shear of strength $y$ applied to the top mode changes the trace to $2\cos\varphi-y\sin\varphi$, which reaches $-2$ at $y=2\cot(\varphi/2)=4/\theta_{\max}$. The true margin lies between $\min_k\sin\varphi_k$ and $4/\theta_{\max}$. For large $n$ the minimum is at the top mode, the ratio of the two bounds is $1+4/\theta_{\max}^2$, and both fall as $1/n$.

What is uniform is the tolerance to the perturbation that actually occurs. For the Cayley blocks, centroid included, $s>0$ and

$$s^{-1}(I-c)=\frac{2h^2\Omega^2}{4h}=\frac{h\Omega^2}{2},\qquad s^{-1}(I+c)=\frac{8}{4h}=\frac2h .$$

Hence

$$I-\tilde A=\frac h2\,s^{1/2}(\Omega^2+K)s^{1/2},\qquad I+\tilde A=\frac1{2h}\,s^{1/2}(4I-h^2K)s^{1/2}.$$

The full step is strongly stable if $\Omega^2+K>0$ and $h^2K<4I$. If either matrix has a negative eigenvalue, so does the congruent matrix $I\mp\tilde A$, some $|A|>1$, and the recurrence grows exponentially. The first condition is stability of the true linearized motion. The second is the Verlet limit for the stiffest bead and does not contain $\Omega$, so it does not depend on $n$. The exact factor $\omega\cot(\theta/2)$ has become $\omega\cot(\varphi/2)=2/h$: the gap $\pi-\varphi=2\arctan(2/\theta)$ and the window width $2\delta=2\arctan(h^2\Lambda/2\theta)$ both shrink as $1/\theta$, and comparing them leaves $h^2\Lambda<4$. In a harmonic well

$$A=\frac{4-\theta^2-2h^2\Lambda}{4+\theta^2}=-1+\frac{8-2h^2\Lambda}{4+\theta^2},$$

so all modes cross $-1$ at the same step $h=2/\sqrt\Lambda$.

**The price.** Expanding the arctangent gives $\varphi=\theta-\theta^3/12+\dots$, a local error of order $h^3$. The free rotation is slowed by 7 % at $\theta=1$ and by 34 % at $\theta=3.0$. In a harmonic well $g/s=(1-A)(1+A)/s^2=(1-a)(\omega_k^2+\Lambda)\equiv W_k^2$ with $a=h^2\Lambda/4$, so each $p_k^2+W_k^2q_k^2$ is conserved. Let $\tilde H$ be half their sum and $U$ the total potential energy, springs included. Then $H_n=\tilde H+aU$ with $0\le U\le\tilde H/(1-a)$, so $H_n$ can differ from its initial value by at most the fraction $a/(1-a)$, whatever $n$ is.

**The numbers.** Take round model parameters: a well of $3000\ \mathrm{cm^{-1}}$, $T=300$ K, $n=32$, $h=1.2$ fs. Then $\beta\hbar=25.4608$ fs, $\omega_{\max}=64/25.4608=2.51367\ \mathrm{fs^{-1}}$, $\omega_0=\sqrt\Lambda=0.56510\ \mathrm{fs^{-1}}$, $\Lambda=0.31933\ \mathrm{fs^{-2}}$ and $h^2\Lambda=0.45984$. The Verlet limit is $2/\omega_0=3.54$ fs, well above $h$.

For $k=16$, $\theta=2.51367\times1.2=3.01640$ and $\tan\delta=0.15245/2$, so $\delta=0.07608$. The window opens at $\pi-2\delta=2.98944$ and the mode is inside. Then $A=\cos(3.01640+0.07608)/\cos(0.07608)=-1.00169$ and $\ln|\lambda|=0.0582$ per step, an amplitude e-folding time of $1.2/0.0582=20.6$ fs, or 17 steps. Iterating the 64-dimensional step from a random vector and taking the logarithmic growth of its norm between steps 1000 and 2000 gives the same 0.0582. The free exact step is itself strongly stable on $k\neq0$ here, since all $\theta_k<\pi$, but mode 16 tolerates a shear only up to the strength $2\cot(\theta_{16}/2)=0.125$, which is less than its scaled kick $h\Lambda/\omega=0.152$.

| $k$ | $\theta$ | $\pi-2\delta$ | $A$ exact | $\ln\lvert\lambda\rvert$ | $A$ Cayley |
|---|---|---|---|---|---|
| 1 | 0.2957 | 1.8197 | 0.7300 | 0 | 0.7322 |
| 14 | 2.9585 | 2.9865 | −0.9974 | 0 | −0.4448 |
| 15 | 3.0019 | 2.9887 | −1.0009 | 0.0429 | −0.4558 |
| 16 | 3.0164 | 2.9894 | −1.0017 | 0.0582 | −0.4595 |

Modes 15 and 16, and mode 17 as the partner of 15, are unstable. For the Cayley step, $A_{16}=(4-3.0164^2-2\times0.45984)/(4+3.0164^2)=-0.4595$, far from $-1$. Its frequency $\arccos A/h$ is $1.707\ \mathrm{fs^{-1}}$ against the true $\sqrt{\omega^2+\Lambda}=2.576\ \mathrm{fs^{-1}}$, while for $k=1$ the values are 0.624 and $0.616\ \mathrm{fs^{-1}}$. With $1-a=0.885$ the harmonic energy bound is $a/(1-a)=0.130$.

Solving $f(\omega_{\max})=\pi$ by root finding, and applying the window criterion to all modes on a uniform grid of 20000 steps up to 2 fs, gives the dependence on $n$.

| $n$ | $h_c$ (fs) | $\pi\beta\hbar/2n$ (fs) | unstable share |
|---|---|---|---|
| 16 | 2.087 | 2.500 | 0.000 |
| 32 | 1.190 | 1.250 | 0.405 |
| 64 | 0.617 | 0.625 | 0.543 |
| 128 | 0.3115 | 0.3125 | 0.622 |

At $n=32$ the share equals $1-1.190/2$: no mode satisfies the island condition, and all grid steps above $h_c$ are unstable. At $n=64$ islands exist. For $h=1.0$ fs, $\theta_{13}=2.995$ has $f=3.101<\pi$ and $\theta_{14}=3.189$ has already passed $\pi$; diagonalizing the step gives a spectral radius of 1 to rounding error.

The Cayley margin at $h=1.2$ fs shows the non-uniformity. At $n=32$ the smallest weight is $\sin\varphi_1=0.289$. A shear of strength $y=-\theta_1=-0.296$ on mode 1 brings its trace $2\cos\varphi_1-y\sin\varphi_1$ to $2$, so the margin lies between 0.289 and 0.296, well below the top mode's critical shear $4/3.0164=1.326$. At $n=512$, $\theta_{\max}=48.26$, the top mode has the smallest weight, and the margin is pinned between 0.0827 and 0.0829.

For a sum resonance take $n=16$ with no uniform well and bead curvatures $\varepsilon\cos(2\pi\cdot4j/16)$, $\varepsilon=0.001\ \mathrm{fs^{-2}}$. Between the normalized cosine modes 7 and 3, the product of three cosines splits into four terms, of which the one with $7-3-4=0$ survives the sum over beads, so $K_{73}=(2/n)(n/4)\varepsilon=0.0005\ \mathrm{fs^{-2}}$. With $\omega_7=1.23269$ and $\omega_3=0.69826\ \mathrm{fs^{-1}}$ the resonant step is $2\pi/(\omega_7+\omega_3)=3.2539$ fs, where the angles are 4.011 and 2.272. The formula gives $3.2539\times0.0005/(2\sqrt{1.23269\times0.69826})=8.77\times10^{-4}$ per step, and diagonalizing the full exact step gives the same value for the eigenvalues near $e^{i\theta_3}$. This is not the largest growth rate of that step. With no well, the coupling of the centroid to mode 4 gives $\Omega^2+K$ the eigenvalue $-\varepsilon^2/(2\omega_4^2)=-6.3\times10^{-7}\ \mathrm{fs^{-2}}$, so the centroid grows by $1.10\times10^{-3}$ per exact step and by $2.59\times10^{-3}$ per Cayley step, a true instability of the model; the Cayley step leaves all other modes bounded. At the difference resonance, $h=11.76$ fs, the growth of the eigenvalues near $e^{i\theta_3}$ is at rounding level.

**Where the linear result stops.** Strong stability is a property of a fixed matrix, and an anharmonic force brings resonances that this matrix does not contain, among several modes or within a single one. Add a quartic term $V_4$ and use actions $I_k=(p_k^2+W_k^2q_k^2)/(2W_k)$ with angles $\psi_k$ that advance by $\alpha_k=\arccos A_k$ per harmonic Cayley step. $V_4$ is a sum of terms oscillating as $e^{im\cdot\psi}$ with integer $m$ and $\sum|m_k|\le4$. To first order in $V_4$ a term changes the actions in proportion to $m$, and the change accumulates over steps when $m\cdot\alpha=2\pi N$. The sum $\sum_k\alpha_kI_k$ then changes in proportion to $2\pi N$. Resonances with $N=0$ move action between modes but keep $\mathcal J=\sum_k\alpha_kI_k+hV_4$ nearly constant, the last term standing for the interaction per step. Those with $N\neq0$ change it and require $4\alpha_{\max}\ge2\pi$, that is $A_{n/2}\le0$, or $h^2(\omega_{\max}^2+2\Lambda)\ge4$. Here the threshold is $2/\sqrt{2.51367^2+2\times0.31933}=0.758$ fs, and it falls as $1/n$ at large $n$.

Take $V=\hbar\omega_0(x^2/2+\gamma x^4)$ with $x=q\sqrt{\omega_0/\hbar}$, and 40 trajectories drawn from the harmonic Boltzmann distribution at inverse temperature $\beta/n$, integrated for 2400 fs. With $\gamma=0.01$ and $h=1.2$ fs, all 40 exact-step trajectories reach ten times their initial energy, at a median time of 45 fs and none later than 64 fs in this draw (other draws of 40 give medians of 45 to 50 fs and last times up to 94 fs). None of the 40 Cayley trajectories does within this time. That is not a guarantee: the curvature $V''=\Lambda(1+12\gamma x^2)$ exceeds the Verlet limit $4/h^2$ for $|x|>8.0$, so nothing bounds a trajectory that heats enough. In runs extended to 18000 fs about four in ten Cayley trajectories do reach ten times their initial energy, the earliest near 3300 fs. The Cayley energy is not well conserved either: its largest deviation relative to the initial energy is 0.12 in the first 240 fs and 0.90 over the whole run. The table below is for this one draw, and its first row is set by a few trajectories: other draws of 40 give a largest deviation from 0.5 to 3.2, a final mean from 0.08 to 0.26 and an rms $\Delta\mathcal J/\mathcal J$ from 0.10 to 0.55.

| $h$ (fs) | $\gamma$ | $\alpha_{\max}$ | largest $\lvert\Delta H_n\rvert/H_n$ | final mean $\Delta H_n/H_n$ | rms $\Delta\mathcal J/\mathcal J$ |
|---|---|---|---|---|---|
| 1.2 | 0.01 | 2.048 | 0.90 | 0.16 | 0.22 |
| 0.7 | 0.01 | 1.487 | 0.021 | 0.000 | 0.0007 |
| 1.2 | 0.001 | 2.048 | 0.066 | 0.005 | 0.005 |

The drift of $\mathcal J$ nearly vanishes in the run with $\alpha_{\max}<\pi/2$, as the first-order argument requires. For a ten times smaller $\gamma$ it falls about fortyfold in this draw and by factors from 14 to 55 in others, in each case more than the tenfold drop of a first-order change, and the argument does not explain this excess. A shorter step also reduces other errors, so these runs support the four-angle explanation without isolating it. In this model the Cayley step removes the exponential two-mode instabilities for every $n$ under the Verlet condition, and leaves an anharmonic heating above the four-angle threshold, slower at first but with no guarantee that trajectories stay bounded.

All numerical values are calculated from the stated model.
